# The PAW nonadiabatic coupling vector and its translational sum rule, part 2

The problem is to build the nonadiabatic coupling vector of atom $a$, $\mathbf d^a_{mn}=\langle\psi_m|\partial_a\psi_n\rangle$ with $\partial_a=\partial/\partial\mathbf R_a$, in the projector augmented-wave (PAW) method, and to find its sum over atoms. The $\psi_n$ are orthonormal all-electron (AE) orbitals of $H$ at nuclear positions $R$, with energies $\varepsilon_n$. The algebra is in atomic units.

Sphere $\Omega_a$ carries all-electron partial waves $\phi_i$, pseudo partial waves $\tilde\phi_i$ and projectors $p_i$. With $\Delta\phi=\phi-\tilde\phi$, $c_{ni}=\langle p_i|\tilde\psi_n\rangle$ and $P_a=\sum_j|\tilde\phi_j\rangle\langle p_j|$,
$$T=1+\sum_aT_a,\qquad T_a=\sum_i|\Delta\phi_i^a\rangle\langle p_i^a|,\qquad \psi_n=T\tilde\psi_n .$$
$$q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle,\qquad g_{ij}=\langle\phi_i|\nabla\phi_j\rangle-\langle\tilde\phi_i|\nabla\tilde\phi_j\rangle .$$
$$S=1+\sum_a\sum_{ij}|p_i\rangle q_{ij}\langle p_j|,\qquad D_a=\sum_{ij}|p_i\rangle q_{ij}\langle\partial_ap_j|-\sum_{ij}|p_i\rangle g_{ij}\langle p_j| .$$
The pseudo problem is $\tilde H\tilde\psi_n=\varepsilon_nS\tilde\psi_n$, with $\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}$.

**H1 (locality):** spheres do not overlap; $\Delta\phi_i$ and $p_i$ are continuous and vanish on and outside the sphere surface; $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$; on-site functions move rigidly with their atom, so $q$ and $g$ are constant.

**H2 (completeness):** $\tilde\psi_n=\sum_jc_{nj}\tilde\phi_j$ inside each sphere, for all geometries near $R$.

**H3 (covariance):** with $(Uf)(\mathbf r)=f(\mathbf r-\mathbf t)$, shifting all nuclei by $\mathbf t$ gives $UHU^\dagger$, likewise for $\tilde H$, and $U$ maps the basis onto the same space.

**Theorem.** (A) Under H1,
$$\mathbf d^a_{mn}=\langle\tilde\psi_m|T^\dagger T|\partial_a\tilde\psi_n\rangle+\langle\tilde\psi_m|T^\dagger\,\partial_aT|\tilde\psi_n\rangle .$$
(B), the working form: under H1 and H2,
$$\mathbf d^a_{mn}=\langle\tilde\psi_m|S|\partial_a\tilde\psi_n\rangle+\langle\tilde\psi_m|D_a|\tilde\psi_n\rangle .$$
(C) Under H1 and H3, for $\varepsilon_m\ne\varepsilon_n$, the sum over atoms is $-\langle\psi_m|\nabla|\psi_n\rangle$ for (A), as the opening argument from rigid translation of the orbitals gives, and $-\mathbf G_{mn}$ for (B), where
$$\mathbf G_{mn}=\langle\tilde\psi_m|\nabla|\tilde\psi_n\rangle+\sum_a\sum_{ij}c^*_{mi}\,g_{ij}\,c_{nj}.$$
Under H2, $\mathbf G_{mn}=\langle\psi_m|\nabla|\psi_n\rangle$. In the proof for (B), the summed operator is
$$-S\nabla+(S-1)\nabla-\sum_a\sum_{ij}|p_i\rangle g_{ij}\langle p_j|.$$

**Lemma 2.** If $\tilde\psi_m$ is complete in every sphere,
$$\delta_a\equiv\langle\tilde\psi_m|(D_a-T^\dagger\partial_aT)|\tilde\psi_n\rangle=\sum_ic^*_{mi}\langle\Delta\phi^a_i|(P_a\nabla-\nabla P_a)\tilde\psi_n\rangle .$$

**Lemma 4.** Under H1, $g^\dagger=-g$ and $D_a+D_a^\dagger=\partial_aS$.

**Lemma 5.** Under H3, $\sum_a\partial_a\tilde\psi_n=-\nabla\tilde\psi_n+\sum_k\tilde\psi_kW_{kn}$ over $\varepsilon_k=\varepsilon_n$, where $\tilde\psi_n(R+\mathbf t)=\sum_kU(\mathbf t)\tilde\psi_k\,w_{kn}(\mathbf t)$, $w$ is unitary, $w(0)=1$, and $W=\partial_{\mathbf t}w$ at $\mathbf t=0$.

## Remarks

**Remark 1 (what the sum rule can check).** The working form obeys $\sum_a\mathbf d^a=-\mathbf G$ for any set of partial waves that satisfies H1. The proof uses only that $q$ and $g$ are constant and that the same matrices enter $S$, $D_a$ and $\mathbf G$. A small residual therefore tests the derivatives, the relative signs of the terms and the covariance of basis and Hamiltonian assumed in H3, but not the values of the on-site matrices: reversing the sign of $g$ in both $D_a$ and $\mathbf G$ leaves the residual unchanged while shifting $\sum_a\mathbf d^a$ by $2\sum c^*gc$. It does not test completeness, which controls the agreement of each $\mathbf d^a$ and of $\mathbf G$ with the all-electron values.

**Remark 2 (anti-Hermiticity).** Write $F_{mn}=\langle\tilde\psi_m|S|\partial_a\tilde\psi_n\rangle$. Differentiating $\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}$ gives $F^*_{nm}+\langle\partial_aS\rangle_{mn}+F_{mn}=0$. Lemma 4 gives $\langle D_a\rangle_{mn}+\langle D_a\rangle^*_{nm}=\langle\partial_aS\rangle_{mn}$. The sum of the two relations is $\mathbf d^a_{mn}+\mathbf d^{a*}_{nm}=0$, as orthonormality of the $\psi_n$ requires. For real functions and $m=n$, $F_{nn}=-\tfrac12\langle\partial_aS\rangle_{nn}$ and $\langle D_a\rangle_{nn}=+\tfrac12\langle\partial_aS\rangle_{nn}$, so $\mathbf d^a_{nn}=0$.

**Remark 3 (form without wave-function derivatives).** For a non-degenerate level $n$, differentiating $(\tilde H-\varepsilon_nS)\tilde\psi_n=0$ gives
$$(\partial_a\tilde H-\varepsilon_n\partial_aS-\partial_a\varepsilon_n\,S)\tilde\psi_n+(\tilde H-\varepsilon_nS)\partial_a\tilde\psi_n=0 .$$
Projection on $\langle\tilde\psi_m|$ with $\varepsilon_m\neq\varepsilon_n$ removes the $\partial_a\varepsilon_n$ term by orthogonality, and $\langle\tilde\psi_m|\tilde H=\varepsilon_m\langle\tilde\psi_m|S$ turns the last term into $(\varepsilon_m-\varepsilon_n)F_{mn}$. Thus
$$F_{mn}=\frac{\langle\tilde\psi_m|\partial_a\tilde H-\varepsilon_n\partial_aS|\tilde\psi_n\rangle}{\varepsilon_n-\varepsilon_m}.$$
With $S=1$ the same steps give $\mathbf d^a_{mn}=\langle\psi_m|\partial_aH|\psi_n\rangle/(\varepsilon_n-\varepsilon_m)$. The all-electron electron–phonon matrix element $\langle\psi_m|\partial_aH|\psi_n\rangle$ therefore equals, under H2, the numerator above plus $(\varepsilon_n-\varepsilon_m)\langle D_a\rangle_{mn}$. In a self-consistent calculation $\partial_a\tilde H$ includes the response of the potential.

**Remark 4 (equal energies).** For $\varepsilon_m=\varepsilon_n$ the sum acquires the extra term $W_{mn}$, which depends on how phases and degenerate partners are chosen. For a non-degenerate level $w=e^{i\theta_n}$ and $W_{nn}=i\sum_a\partial_a\theta_n$. The sum rule holds for these elements in the gauge $w=1$, where the states are defined by rigid translation.

**Remark 5 (limit $T\to1$).** When $\Delta\phi=0$, the matrices $q$ and $g$ vanish, $S=1$, $D_a=0$, and the theorem reduces to the opening argument.

**Remark 6 (external potential).** Let $H=K+\sum_av_a(\mathbf r-\mathbf R_a)+u(\mathbf r)$ with kinetic energy $K=-\tfrac12\nabla^2$ and fixed functions $v_a$ and $u$. Then $[\nabla,H]=\sum_a\nabla v_a+\nabla u$ and $\sum_a\partial_aH=-\sum_a\nabla v_a=-[\nabla,H]+\nabla u$. Between eigenstates $\langle m|[\nabla,H]|n\rangle=(\varepsilon_n-\varepsilon_m)\langle m|\nabla|n\rangle$. Division by $\varepsilon_n-\varepsilon_m$ as in Remark 3 gives
$$\sum_a\mathbf d^a_{mn}=-\langle\psi_m|\nabla|\psi_n\rangle+\frac{\langle\psi_m|\nabla u|\psi_n\rangle}{\varepsilon_n-\varepsilon_m}.$$
The extra term is what the failure of H3 contributes to this element, and it can vanish although H3 fails. A uniform field has constant $\nabla u$ and leaves the off-diagonal rule intact by orthogonality, as far as the states can be treated as localized (in open space such a field turns bound levels into resonances).

**Remark 7 (meaning of a nonzero sum).** For a local potential $[H,\mathbf r]=-\nabla$. For bound states the matrix element of the left side is $(\varepsilon_m-\varepsilon_n)\mathbf r_{mn}$, so $\langle m|\nabla|n\rangle=(\varepsilon_n-\varepsilon_m)\mathbf r_{mn}$, and the sum is nonzero for dipole-allowed pairs. Let all nuclei move with velocity $\mathbf V$ and expand $\Psi=\sum_na_n\psi_n(R(t))$. Projecting $i\partial_t\Psi=H\Psi$ on $\psi_m$ gives $i\dot a_m=\varepsilon_ma_m-i\sum_n\mathbf V\cdot\sum_a\mathbf d^a_{mn}\,a_n$. To first order in $\mathbf V$, with $a_n=e^{-i\varepsilon_nt}$ and $a_m$ oscillating at the same frequency, $(\varepsilon_n-\varepsilon_m)a_m=-i\mathbf V\cdot\sum_a\mathbf d^a_{mn}\,a_n$, so
$$a_m/a_n=\frac{i\mathbf V\cdot\langle m|\nabla|n\rangle}{\varepsilon_n-\varepsilon_m}=i\mathbf V\cdot\mathbf r_{mn}.$$
The function $\chi=\psi_n(\mathbf r-\mathbf Vt)\,e^{i\mathbf V\cdot\mathbf r-i(\varepsilon_n+V^2/2)t}$ solves the moving problem. The operator $i\partial_t$ produces $-i\mathbf V\cdot\nabla\psi_n+(\varepsilon_n+V^2/2)\psi_n$ times the exponential, and $K+v$ produces $\varepsilon_n\psi_n-i\mathbf V\cdot\nabla\psi_n+(V^2/2)\psi_n$ times the same exponential. Expanding $e^{i\mathbf V\cdot\mathbf r}\approx1+i\mathbf V\cdot\mathbf r$ reproduces the admixture $i\mathbf V\cdot\mathbf r_{mn}$. To this order the summed coupling supplies the momentum of an electron carried along with the nuclei.

## A one-dimensional example

The model has one electron and two wells $-V\exp(-x^2/w^2)$ with $V=40$ eV (atom A, at $-0.80$ Å) and $30$ eV (atom B, at $+0.80$ Å), $w=0.15$ Å, sphere radius $r_c=0.75$ Å, a periodic cell of 20 Å and 401 plane waves. The $\phi_j$ are even and odd solutions in one well at reference energies $\epsilon_j$. The $\tilde\phi_j$ solve $(K-C_jk-\epsilon_j)\tilde\phi_j=0$ with $k=(1-x^2/r_c^2)^4$, where matching value and slope at $r_c$ fixes the scale and allows a discrete set of values of $C_j$, of which the one between 0 and 2 hartree is taken; for atom A at $-4$ eV, $C=20.5$ eV (even) and $3.9$ eV (odd). The projectors are $p_i=\sum_l(M^{-1})_{il}\,k\tilde\phi_l$ with the symmetric matrix $M_{ij}=\langle\tilde\phi_i|k|\tilde\phi_j\rangle$, which gives duality. The wells are negligible beyond $r_c=5w$, and $\tilde H=K+\sum|p_i\rangle h_{ij}\langle p_j|$ with $h_{ij}=\langle\phi_i|K+v|\phi_j\rangle-\langle\tilde\phi_i|K|\tilde\phi_j\rangle$. Since $(K+v-\epsilon_j)\phi_j=0$ and $(K-\epsilon_j)\tilde\phi_j=C_jk\tilde\phi_j$, one has $h_{ij}-\epsilon_jq_{ij}=-C_jM_{ij}$, and
$$(\tilde H-\epsilon_jS)\tilde\phi_j=C_jk\tilde\phi_j-C_j\sum_ip_iM_{ij}=C_jk\tilde\phi_j-C_jk\tilde\phi_j=0$$
in the sphere. The pseudo problem reproduces the well at each reference energy. All derivatives of states come from displacing one atom at a time and solving again.

The all-electron levels are $-6.2157$ and $-1.8689$ eV, with gap $4.3467$ eV. With reference energies $-7,-4,-1$ eV in each parity, the elements with $m=0$, $n=1$ in Å$^{-1}$ are
$$d^A=-0.514787+0.012853=-0.501934,$$
$$d^B=+0.061829-0.000610=+0.061218,$$
where the terms are $F$ and $\langle D_a\rangle$ and the last digit of $d^B$ reflects rounding of the addends. The independent all-electron values are $-0.501934$ and $0.061218$. These digits belong to the 20 Å cell; in a 30 Å cell at the same cutoff $d^A$ and the gradient change by about $5\times10^{-6}$ Å$^{-1}$ and the gap by about $1\times10^{-5}$ eV. The term $\langle D_A\rangle$ is $0.012853/0.501934=2.6\%$ of $|d^A|$. Dropping both $S$ and $D_A$ gives $\langle\tilde\psi_0|\partial_A\tilde\psi_1\rangle=-0.474058$, which is off by $0.027876/0.501934=5.6\%$ of $|d^A|$.

The proof of (C) can be followed term by term. The first terms sum to $-0.514787+0.061829=-0.452958$, and $\langle S\nabla\rangle=0.452958$. The pseudo gradient is $0.418708$, so $\langle(S-1)\nabla\rangle=0.452958-0.418708=0.034250$. With $\sum c^*gc=0.022007$ the second terms should sum to $0.034250-0.022007=0.012243$, and $0.012853-0.000610=0.012243$. Therefore
$$d^A+d^B=-0.452958+0.012243=-0.440715\ \text{Å}^{-1}=-0.233216\ \text{bohr}^{-1},$$
while $G=0.418708+0.022007=0.440715$ Å$^{-1}$, equal to the all-electron gradient to these digits. The on-site term is $4.99\%$ of $G$. The dipole form of Remark 7, with $x_{01}=0.772593$ Å and $\hbar^2/m=7.61996$ eV Å$^2$, gives $4.346707\times0.772593/7.61996=0.4407$ Å$^{-1}$.

For Remark 2, $\langle\partial_AS\rangle_{01}=0.022706$ Å$^{-1}$. The relations there give $F_{10}=-0.022706+0.514787=0.492081$ and $\langle D_A\rangle_{10}=0.022706-0.012853=0.009853$. Neither is the negative of its 01 partner, and their sum is $+0.501934=-d^A_{01}$.

The largest deviation of $d^A$ or $d^B$ from the all-electron value is $8\times10^{-5}$, $2\times10^{-7}$ and $1\times10^{-10}$ Å$^{-1}$ for one ($-4$ eV), two ($-7,-1$ eV) and three reference energies. With one reference energy $G=0.440782$ Å$^{-1}$ differs from the all-electron $0.440715$ Å$^{-1}$, yet the sum-rule residual stays below $10^{-12}$ Å$^{-1}$ for this set and for the other two, as Remark 1 predicts. The smallest eigenvalue of $S$ is $1.00$, $0.99$ and $0.65$, so $S$ is positive definite, and each set has two levels below $-0.5$ eV.

The difference between the individual terms of (A) and (B) is very small for the three-energy set of this model. For atom A, $\langle D_A\rangle-\langle T^\dagger\partial_AT\rangle=-2.639\times10^{-7}$ Å$^{-1}$, against $\delta_A=-2.641\times10^{-7}$ Å$^{-1}$ from Lemma 2, while the totals differ by $3\times10^{-10}$ Å$^{-1}$. The cancellation is resolved by nearly three orders of magnitude, but mixing the two forms here would change $d^A$ by less than one part in $10^6$. This smallness is a property of the set: with one reference energy $\delta_A=4.7\times10^{-4}$ Å$^{-1}$, larger than the error of (B) for that set.

Adding $u=u_0\sin(2\pi x/\lambda)$ with $u_0=0.50$ eV and wavelength $\lambda=5.0$ Å changes the gap to $4.755$ eV and breaks the rule: $\sum_ad^a+\langle0|\nabla|1\rangle=0.009698$ Å$^{-1}$, equal to $\langle0|u'|1\rangle/(\varepsilon_1-\varepsilon_0)=0.009698$ Å$^{-1}$ as in Remark 6.

The numerical check that follows asserts (A), the sum rules, Lemma 4 and Remarks 2, 3, 4 and 6 to $10^{-7}$ in atomic units, the dipole form to $10^{-5}$, the decrease of the error in (B) with the number of partial waves, and the value of $\delta_A$ to within 20% of itself.

## Numbers as computed

```
well depths A, B: 40.0, 30.0 eV; width 0.15 A; sphere radius 0.75 A
positions -0.80, 0.80 A; cell 20.0 A; 401 plane waves, cutoff 15041 eV
finite-difference step 0.00106 A; matrix elements are m=0, n=1
AE levels -6.215650, -1.868943 eV; gap 4.346707 eV
AE d^A -0.501934, d^B 0.061218, sum -0.440715 1/A
AE gradient 0.440715 1/A = 0.233216 1/bohr
AE dipole x01 0.772593 A; hbar^2/m 7.61996 eV A^2; gap*x01/(hbar^2/m) 0.440715 1/A
C atom A even at (-7.0, -4.0, -1.0) eV: 19.863, 20.469, 21.059 eV
C atom A odd at (-7.0, -4.0, -1.0) eV: 3.774, 3.873, 3.974 eV
C atom B even at (-7.0, -4.0, -1.0) eV: 14.133, 14.583, 15.026 eV
C atom B odd at (-7.0, -4.0, -1.0) eV: 2.800, 2.873, 2.948 eV
refs (-4.0,) eV: max level error 2.41e-03 eV, max d error 8.18e-05 1/A
  d^A -0.501918, d^B 0.061137, PAW gradient 0.440782 1/A
  sum-rule residual 2.4e-15 1/A; min eig S 1.0000; levels below -0.5 eV: 2
refs (-7.0, -1.0) eV: max level error 4.53e-08 eV, max d error 1.86e-07 1/A
  d^A -0.501934, d^B 0.061218, PAW gradient 0.440715 1/A
  sum-rule residual 2.9e-14 1/A; min eig S 0.9925; levels below -0.5 eV: 2
refs (-7.0, -4.0, -1.0) eV: max level error 4.85e-12 eV, max d error 1.06e-10 1/A
  d^A -0.501934, d^B 0.061218, PAW gradient 0.440715 1/A
  sum-rule residual 2.5e-13 1/A; min eig S 0.6503; levels below -0.5 eV: 2
three reference energies per parity:
PAW levels -6.215650, -1.868943 eV
atom A: <S dn> -0.514787, <D> 0.012853, total -0.501934 1/A
atom A: bare <m|dn> -0.474058, <dS> 0.022706 1/A
atom A: <T+dT> 0.012854, T-form total -0.501934 1/A
atom B: <S dn> 0.061829, <D> -0.000610, total 0.061218 1/A
atom B: bare <m|dn> 0.055350, <dS> -0.002783 1/A
atom B: <T+dT> -0.000610, T-form total 0.061218 1/A
sum <S dn> -0.452958, <S grad> 0.452958, sum <D> 0.012243 1/A
sum of d -0.440715 1/A = -0.233216 1/bohr
pseudo gradient 0.418708, c*gc 0.022007, corrected 0.440715 1/A
c*gc share of the gradient 4.99 %
atom A: <D>-<T+dT> -2.639e-07, predicted delta -2.641e-07, totals differ 3.2e-10 1/A
external u0 sin(Kx): u0 0.50 eV, wavelength 5.0 A, gap 4.75476 eV
  sum d + gradient 0.009698, <u'>/gap 0.009698 1/A
```
